Sheet Kinetic Inductance of a Dirty Superconducting Film, Derived Twice

## First half: the inductance from the energy of a static current

Before an electromagnetic simulation of a superconducting resonator can start, one must decide how the film enters the boundary conditions. It may be entered as a perfect conductor, or as a sheet with an inductance per square, and in the second case a number is needed. For a strip of titanium nitride 10 nm thick, 2 µm wide and 1 mm long, with the rough parameters used in the second half, the inertia of the supercurrent contributes 39.4 nH. The magnetic field of the isolated strip contributes 1.48 nH. A perfect-conductor boundary would keep approximately the smaller part and lose the larger. The missing number follows from two quantities that are known before any resonator is built, the normal-state sheet resistance R_n, read above the fluctuation-rounded part of the transition, and the gap Δ:

L_s = ħR_n/(πΔ).  (1)

Here Δ is half the spectroscopic gap, so breaking a pair costs at least 2Δ. The quantity L_s is the kinetic inductance of one square of film. The magnetic inductance has to be added separately.

Equation (1) is a mean-field result for s-wave pairing with a uniform gap. It holds in the dirty limit Δ ≪ ħ/τ, where τ is the scattering time, with a local relation between current and field. Temperature and frequency must be low, k_BT ≪ Δ and ħω ≪ Δ, and the current weak. The thickness d must be much smaller than the penetration depth λ. The film must also be a good metal, R_n ≪ ħ/e², so that spatial fluctuations of the gap and its phase can be neglected.

**Stiffness and inductance**

Take a vector potential A along x, uniform over the sample volume V, and hold the phase of the gap fixed. A weak supercurrent then has the density

J = −DA,  (2)

which defines the stiffness D. Since the electric field is E = −dA/dt, the current obeys dJ/dt = DE. A square of side w carries the current I = Jdw under the voltage U = Ew, so

dI/dt = dwDE = (Dd)U, and therefore L_s = 1/(Dd).  (3)

The stiffness can be read from the energy. An electron has charge −e and mass m_e, and its kinetic energy in the field is

(p + eA)²/(2m_e) = p²/(2m_e) + (e/m_e)Ap + e²A²/(2m_e),  (4)

with p the x component of momentum. The derivative of the Hamiltonian with respect to A is e times the sum of the electron velocities, which is −VJ. Hence J = −(1/V)∂ℰ/∂A, and equation (2) corresponds to the energy change

ℰ(A) − ℰ(0) = ½DVA².  (5)

**Pairs built from the states of the disordered metal**

Let φ_n be the exact one-electron states of the disordered normal metal, with energies ε_n measured from the Fermi level. Without a magnetic field or magnetic impurities they can be chosen real. The momentum elements p_mn = −iħ∫φ_m(∂φ_n/∂x) are then imaginary. Integration by parts, with wave functions that vanish at the edge of the sample, gives p_nm = −p_mn. In particular p_nn = 0.

The mean-field Hamiltonian pairs n↑ with n↓:

H = Σ_n ε_n(c†_n↑c_n↑ + c†_n↓c_n↓) − ΔΣ_n(c†_n↑c†_n↓ + h.c.).  (6)

It is diagonal in quasiparticles γ defined by

c_n↑ = u_nγ_n↑ + v_nγ†_n↓,  c_n↓ = u_nγ_n↓ − v_nγ†_n↑,  (7)

with E_n = √(ε_n² + Δ²), u_n² = ½(1 + ε_n/E_n), v_n² = ½(1 − ε_n/E_n) and 2u_nv_n = Δ/E_n. The ground state contains no quasiparticles.

The term linear in A involves P = Σ_mn p_mn(c†_m↑c_n↑ + c†_m↓c_n↓). Acting on the ground state, it can create two quasiparticles. The spin-up part gives p_mn u_mv_n γ†_m↑γ†_n↓. The spin-down part gives −p_mn u_mv_n γ†_m↓γ†_n↑, which equals p_mn u_mv_n γ†_n↑γ†_m↓ because the operators anticommute. Exchanging the labels m and n and using p_nm = −p_mn turns this into −p_mn v_mu_n γ†_m↑γ†_n↓. The amplitude for creating the pair (m↑, n↓) is therefore p_mn(u_mv_n − v_mu_n). Its coherence factor is

C_mn = (u_mv_n − v_mu_n)²
= u_m²v_n² + v_m²u_n² − 2u_mv_mu_nv_n
= ½[1 − (ε_mε_n + Δ²)/(E_mE_n)].  (8)

The first two products contribute ½[1 − ε_mε_n/(E_mE_n)] and the last contributes −½Δ²/(E_mE_n).

The final state lies E_m + E_n above the ground state. Second-order perturbation theory, together with the A² term for N electrons, gives in equation (5)

DV = Ne²/m_e − (2e²/m_e²)Σ_mn |p_mn|²C_mn/(E_m + E_n).  (9)

The first term is the response of free electrons. The second is the backflow that scattering makes possible. In a dirty film the two nearly cancel, so equation (9) should not be approximated term by term.

**Combining the two large terms**

The commutator of the one-electron Hamiltonian with position gives p_mn = (im_e/ħ)(ε_m − ε_n)x_mn. Inserting this into the diagonal element of [x,p] = iħ gives

iħ = Σ_m(x_nmp_mn − p_nmx_mn) = (2iħ/m_e)Σ_m |p_mn|²/(ε_m − ε_n).

Each state thus satisfies

(2/m_e)Σ_m |p_mn|²/(ε_m − ε_n) = 1.  (10)

This rule expresses the fact that a uniform static A can be removed from an open normal sample by a phase change of its wave functions. In the superconductor such a change would also twist the phase of the gap. Holding that phase fixed is what imposes a supercurrent.

The electron number is N = 2Σ_n v_n². Multiplying each term by the left side of equation (10), and then averaging the double sum with its copy in which m and n are exchanged, gives

Ne²/m_e = (4e²/m_e²)Σ_mn |p_mn|²v_n²/(ε_m − ε_n)
= (2e²/m_e²)Σ_mn |p_mn|²(v_n² − v_m²)/(ε_m − ε_n).  (11)

Write ε, E for state n and ε′, E′ for state m. Since v_n² − v_m² = ½(ε′/E′ − ε/E), the bracket multiplying |p_mn|² in equation (9) becomes

K = (ε′E − εE′)/[2EE′(ε′ − ε)] − (EE′ − εε′ − Δ²)/[2EE′(E + E′)].

Over the common denominator 2EE′(E + E′)(ε′ − ε) the numerator is

(ε′E − εE′)(E + E′) − (ε′ − ε)(EE′ − εε′ − Δ²)
= ε′E² − εE′² + (ε′ − ε)(εε′ + Δ²)
= (ε′ − ε)(Δ² − εε′) + (ε′ − ε)(εε′ + Δ²)
= 2Δ²(ε′ − ε).

The terms with EE′ cancelled in the second line, and E² = ε² + Δ² was used in the third. The result is

DV = (2e²/m_e²)Σ_mn |p_mn|²K,  K = Δ²/[EE′(E + E′)].  (12)

Every term is now positive, and D vanishes with Δ. Large energies are suppressed, but only slowly, so the states that matter extend over many Δ on both sides of the Fermi level.

**The normal resistance enters**

The same momentum elements determine absorption in the normal metal. For a field E₀cos ωt the vector potential has amplitude E₀/ω, and its part that raises the energy couples with strength eE₀|p_mn|/(2m_eω). The golden rule, with two spins and energy ħω per transition, gives the absorbed power

(πe²E₀²/m_e²ω)Σ |p_mn|²δ(ε_m − ε_n − ħω),

with n filled and m empty. Setting this equal to ½Vσ₁E₀² gives

σ₁(ω) = (2πe²/m_e²ωV)Σ |p_mn|²δ(ε_m − ε_n − ħω).  (13)

In a large disordered metal the sum over pairs can be smoothed, Σ_mn|p_mn|² → ∬dε dε′ F. Assume that F depends on |ε − ε′| alone over the energies that matter. The filled states with an empty partner at ħω above them span an energy range ħω, so the sum in equation (13) equals ħωF, and

F = m_e²Vσ₁/(2πħe²).  (14)

Equation (12) becomes

D = (1/πħ)∬dε dε′ σ₁(|ε − ε′|/ħ) Δ²/[EE′(E + E′)].  (15)

In the dirty limit σ₁ keeps its low-frequency value σ_n over the important energies. Put ε = Δ sinh a and ε′ = Δ sinh b, so that E = Δ cosh a, E′ = Δ cosh b and dε dε′ = EE′ da db. Then set a = s + t and b = s − t, for which da db = 2 ds dt and cosh a + cosh b = 2 cosh s cosh t. The integral is

Δ∬da db/(cosh a + cosh b) = Δ∬ds dt/(cosh s cosh t) = π²Δ,  (16)

because the integral of 1/cosh s over the whole line is π. Therefore

D = πΔσ_n/ħ.  (17)

With R_n = 1/(σ_nd), equation (3) gives L_s = ħ/(πΔσ_nd) = ħR_n/(πΔ), which is equation (1). Disorder raises the inductance because it reduces the fraction of the electronic response that remains undamped.

**How low the temperature must be**

At temperature T each quasiparticle state has occupation f = 1/(exp(E/k_BT) + 1). Let θ = 1 − 2f = tanh(E/2k_BT), with f′ and θ′ for the other state. The free energy replaces the energy in equation (5), and three changes follow.

First, the occupation of an electron state changes from v² to ½(1 − θε/E). The first part of K becomes ½(θ′ε′/E′ − θε/E)/(ε′ − ε). Second, creation of a pair has weight (1 − f)(1 − f′) and its removal has weight ff′. The difference, 1 − f − f′ = ½(θ + θ′), multiplies C. Third, existing quasiparticles can scatter. The two spin parts of P add to amplitudes p_mn(u_mu_n + v_mv_n), whose square contains

C̄ = ½[1 + (εε′ + Δ²)/(EE′)].

After the sum over both spins and both directions, scattering contributes −C̄(f − f′)/(E′ − E) to the bracket, with f − f′ = ½(θ′ − θ).

The coefficient of θ′ from the last two changes is minus one half of

C/(E + E′) + C̄/(E′ − E)
= [E′(C + C̄) + E(C̄ − C)]/(E′² − E²)
= (E′² + εε′ + Δ²)/[E′(ε′² − ε²)]
= ε′/[E′(ε′ − ε)] + 2Δ²/[E′(E′² − E²)].

The second line used C + C̄ = 1 and E′² − E² = ε′² − ε². The third used E′² = ε′² + Δ². Half of its first term cancels the term in θ′ from the first change. The coefficient of θ follows by exchanging the two states, so

K_T = Δ²(θ/E − θ′/E′)/(E′² − E²).  (18)

The expansion θ/E = 2k_BTΣ_j 1/(ω_j² + E²), with ω_j = (2j + 1)πk_BT and j running over all integers, turns this into

K_T = 2k_BTΔ²Σ_j 1/[(ω_j² + E²)(ω_j² + E′²)].

Each energy integral gives π/√(ω_j² + Δ²). The double integral is therefore 2π²k_BTΔ²Σ_j 1/(ω_j² + Δ²). The same expansion, taken at E = Δ, reduces it to π²Δ tanh(Δ/2k_BT). Hence, in the static limit,

L_s(T) = ħR_n/[πΔ(T) tanh(Δ(T)/2k_BT)].  (19)

The state sum was tested on an open cube of 6 × 6 × 6 lattice sites with hopping 1, random site energies spread over a width of 6, and Δ = 0.5. Diagonalization with a small vector potential gave free-energy curvatures of 33.888 at k_BT = 0.02 and 23.930 at k_BT = 0.25. The state sums were 33.890 and 23.932.

## Second half: the inductance from missing absorption, and the comparison

The symbols carried over are as follows. The stiffness D is defined by J = −DA at fixed phase of the gap, and L_s = 1/(Dd) for thickness d. The normal conductivity is σ_n, and R_n = 1/(σ_nd). Normal-state energies ε, ε′ belong to quasiparticle energies E = √(ε² + Δ²) and E′. A uniform field creates two quasiparticles with the squared amplitude |p_mn|²C, where C = ½[1 − (εε′ + Δ²)/(EE′)]. The smoothed sum over |p_mn|² has the density F = m_e²Vσ_n/(2πħe²) in the dirty limit. The first half found D = πΔσ_n/ħ from the energy of a static current. The same D is now obtained from absorption at finite frequency and T = 0.

**A short pulse of electric field**

Apply the field E(t) = E₀δ(t). Each electron receives the momentum −eE₀ before it has time to scatter, so the current density just after the pulse is (n_ee²/m_e)E₀, where n_e is the electron density. This holds in both the normal and the superconducting state.

Let the later current be E₀S(t). In the normal metal S decays to zero. In the superconductor a persistent current remains. The pulse leaves A = −E₀ behind, so by J = −DA the final value is S = D.

For fields varying as exp(−iωt) the conductivity is the integral of S(t)exp(iωt) over t > 0. At nonzero frequency the constant part D contributes iD/ω, which is purely reactive. Absorption comes from the decaying part:

σ₁(ω) = ∫₀^∞ [S(t) − D]cos ωt dt.  (20)

The inverse cosine transform is

S(t) − D = (2/π)∫₀^∞ σ₁(ω)cos ωt dω.  (21)

At t → 0⁺ this gives n_ee²/m_e − D = (2/π)∫σ₁ˢdω for the superconductor and n_ee²/m_e = (2/π)∫σ₁ⁿdω for the normal metal. The difference is

D = (2/π)∫₀^∞ (σ₁ⁿ − σ₁ˢ)dω.  (22)

Absorption that disappears at finite frequency reappears as the undamped response that makes the film inductive.

**Absorption in the superconductor**

The golden rule is applied as in the normal metal, with quasiparticle pairs as final states. The coupling strength is again eE₀/(2m_eω) times the matrix element. The sum over m and n already contains every distinct pair (m↑, n↓), so no further spin factor appears:

σ₁ˢ(ω) = (πe²/m_e²ωV)Σ_mn |p_mn|²C_mn δ(E_m + E_n − ħω).  (23)

With the density F and the photon energy W = ħω this becomes

σ₁ˢ/σ_n = (1/2W)∬dε dε′ C δ(E + E′ − W).  (24)

The factor ½ is confirmed by Δ → 0. Then C = 1 when ε and ε′ have opposite signs and C = 0 otherwise. The integral is 2W, and the ratio is 1.

Use again ε = Δ sinh(s + t) and ε′ = Δ sinh(s − t). Since cosh a cosh b − sinh a sinh b = cosh(a − b) = cosh 2t,

C = ½(cosh 2t − 1)/(cosh a cosh b) = sinh²t/(cosh a cosh b).

The area element is dε dε′ = 2Δ²cosh a cosh b ds dt, and E + E′ = 2Δ cosh s cosh t. Therefore

σ₁ˢ/σ_n = (Δ²/W)∬ds dt sinh²t δ(2Δ cosh s cosh t − W).  (25)

There is no absorption for W < 2Δ. At the threshold both hyperbolic cosines equal one and sinh t = 0, so absorption starts from zero.

**The missing area**

Integrate equation (25) up to a photon energy 2ΔX, with X large. The delta function restricts the integration to the region cosh s cosh t < X and replaces W by 2Δ cosh s cosh t:

∫₀^{2ΔX} (σ₁ˢ/σ_n)dW = (Δ/2)∬ds dt sinh²t/(cosh s cosh t).

Writing sinh²t = cosh²t − 1 splits the right side into

(Δ/2)∬ds dt cosh t/cosh s − (Δ/2)∬ds dt/(cosh s cosh t).  (26)

In the first integral t runs between the two points where cosh t = X/cosh s. The t integral is 2√(X²/cosh²s − 1). With z = tanh s, for which ds = cosh²s dz and 1/cosh²s = 1 − z², the first term becomes

ΔX∫dz √(1 − 1/[X²(1 − z²)]),  |z| < z₀ = √(1 − 1/X²).  (27)

If the root were replaced by 1 and the limits by ±1, the result would be 2ΔX, the normal absorption over the same range. The error of this replacement vanishes as X grows. Because 1 − √(1 − g) ≤ g for 0 ≤ g ≤ 1, the root lowers the z integral by at most

∫dz/[X²(1 − z²)] = 2 arccosh(X)/X².

The missing end pieces contribute 2(1 − z₀) ≤ 2/X². Multiplied by ΔX, both corrections tend to zero.

The second term of equation (26) tends to −π²Δ/2, since the unrestricted double integral is π². The missing area is therefore

∫₀^∞ (σ_n − σ₁ˢ)dω = π²Δσ_n/(2ħ),  (28)

and equation (22) gives D = πΔσ_n/ħ. With L_s = 1/(Dd) this is again L_s = ħR_n/(πΔ).

Direct quadrature of the absorption gave an area of 4.9347 in units of σ_nΔ/ħ, beside π²/2 = 4.9348. The region below the absorption edge supplies 2 of these units, or 41 %. The rest comes from weakened absorption above the edge.

**Finite frequency**

The sine transform of equation (21) adds the reactive effect of the remaining absorption. Below the edge,

ωσ₂ = D − (2ω²/π)∫σ₁ˢ(ν)dν/(ν² − ω²).  (29)

For ħω ≪ 2Δ the denominator can be replaced by ν². Inserting equation (25) then gives

∫σ₁ˢ dν/ν² = (ħσ_n/8Δ)∬ds dt sinh²t/(cosh³s cosh³t) = π²ħσ_n/(32Δ).

Here the integral of 1/cosh³s is π/2, and that of sinh²t/cosh³t is π − π/2 = π/2. Dividing the correction by D = πΔσ_n/ħ leaves the relative reduction (ħω)²/(16Δ²) of ωσ₂. To leading order,

L_s(ω) = L_s[1 + (ħω/Δ)²/16].  (30)

**What each derivation assumes**

Both derivations use the mean-field pair state with a uniform gap, its coherence factor C, and the link between normal conductivity and smoothed momentum elements. Both hold the gap fixed while the field acts. They are therefore different routes through one model, and their agreement does not test the model itself.

The first derivation uses the static energy. It needs the sum rule for each normal state, which relies on a local potential and a sample with open boundaries. In return, it combines the two large terms before any approximation is made. The positive kernel shows which energies matter, and the method extends to finite temperature and to any σ₁(ω) that satisfies the smoothing assumption.

The effect of that assumption on D was tested on four periodic cubes of 1000 sites with hopping 1, site energies spread over a width of 8, and Δ = 0.2. The full state sum was 0.98 times the value obtained from the normal absorption of the same cubes, where a deviation of 10 % was allowed for finite band width and sampling noise. Equation (12) was derived for open boundaries. On periodic cubes it applies only when the disorder is strong enough that the normal levels barely respond to A, so this test speaks for strong disorder only.

The second derivation uses causality and the equal initial response of both states to a pulse. It also assumes that no undamped current other than the supercurrent survives. Equation (22) itself needs no coherence factor and could be applied to a measured pair of absorption spectra. It requires the whole frequency range, however, including the slow approach of σ₁ˢ to σ₁ⁿ above the edge. The same spectrum also supplies the frequency correction, which a static energy cannot give.

**When scattering is not fast**

The first method shows how the dirty limit is approached. For Drude absorption, σ₁ = σ_n/(1 + ω²τ²), and |ε − ε′| = 2Δ cosh s |sinh t|. With y = 2Δτ/ħ, the dirty result is multiplied by

r(y) = (1/π²)∬ds dt/{cosh s cosh t[1 + y²cosh²s sinh²t]}.

At fixed s, replace t by q through sinh q = cosh s sinh t. Then dt = cosh q dq/(cosh s cosh t), and cosh²s cosh²t = cosh²s + sinh²q. The remaining s integral, again with z = tanh s, is

∫ds/(cosh²s + sinh²q) = ∫₋₁¹ dz/(cosh²q − z²sinh²q) = 2q/(sinh q cosh q).

Hence

r(y) = (4/π²)∫₀^∞ dq (q/sinh q)/(1 + y²sinh²q).  (31)

For y → 0 the integral is π²/4 and r = 1. For large y small q dominates, which gives r → 2/(πy) and D → σ_n/τ = n_ee²/m_e, the clean-limit stiffness. At y = 0.5 the factor is already down to 0.516, so equation (1) would underestimate the inductance by nearly half.

**A titanium nitride strip**

Take a film grown by atomic layer deposition with d = 10 nm, resistivity 200 µΩ cm just above the transition, T_c = 3.5 K and carrier density 4 × 10²² cm⁻³. These are rough values chosen for illustration, not data for a particular film. The sheet resistance is

R_n = (2.00 × 10⁻⁶ Ω m)/(1.00 × 10⁻⁸ m) = 200 Ω.

The gap is taken from weak-coupling theory. With a pairing cutoff ε_c, the gap equation contains ∫₀^{ε_c}dε tanh(E/2k_BT)/E, which must have the same value at every temperature. At T = 0 it is ln(2ε_c/Δ₀), where Δ₀ is the zero-temperature gap. At T_c it is ln(2e^γε_c/πk_BT_c), where γ is Euler's constant. Equating the two gives Δ₀ = πe^(−γ)k_BT_c = 1.764k_BT_c, or 0.532 meV here. Then

L_s = (6.582 × 10⁻¹³ meV s)(200 Ω)/(π × 0.532 meV) = 78.8 pH per square.

The strip, 2 µm wide and 1 mm long, has 500 squares and a kinetic inductance of 39.4 nH.

The penetration depth follows from D = 1/(μ₀λ²), so λ = √(L_sd/μ₀) = 792 nm, far above the thickness. If the magnetic field lies on one side of the film, it decays inside as sinh[(d − x)/λ], with x the depth below that side. The surface inductance is then μ₀λ coth(d/λ) instead of μ₀λ²/d, an increase of 0.005 %. The strip is also much narrower than 2λ²/d = 125 µm, so its kinetic inductance dominates and spreads the current nearly evenly over the width.

The remaining corrections to L_s within the model are small. At 0.1 K the thermal change is below the printed resolution of 0.0001 %. At 1 K the gap equation gives Δ = 0.531 meV, and equation (19) gives 79.3 pH, an increase of 0.63 % in the static limit. At 6 GHz and zero temperature, ħω/Δ = 0.0466 and the increase is 0.014 %. The thermal and frequency changes do not simply add: at 1 K and 6 GHz together the Mattis–Bardeen reactive conductivity at finite temperature and frequency, which is not derived here, gives an increase of 0.59 %. A free-electron estimate gives τ = 0.44 fs and y = 7.2 × 10⁻⁴, for which finite scattering time adds 0.36 %. The mean free path is 0.54 nm, far below λ, which supports the local response.

The magnetic inductance is larger than all of these. Two parallel filaments of length ℓ at distance ρ ≪ ℓ have the mutual inductance (μ₀ℓ/2π)[ln(2ℓ/ρ) − 1]. For uniform current over the width w, the distances have the distribution 2(w − ρ)/w², and the mean of ln ρ is ln w − 3/2. The strip thus has (μ₀ℓ/2π)[ln(2ℓ/w) + ½] = 1.48 nH, or 3.8 % of the kinetic part. This value is for an isolated strip, and a nearby return conductor changes it. A single inductance also requires the current to be uniform along the length, that is, a strip short against the guided wavelength. Kinetic inductance slows the wave, and on a silicon substrate this strip is already roughly a quarter wavelength long at 6 GHz, where it must be treated as a transmission line. If the strip is the only inductance in a circuit with fixed capacitance, leaving out the kinetic part at unchanged, uniform current lowers the inductance by a factor (39.4 + 1.48)/1.48 = 27.6 and raises the calculated resonance frequency by a factor of 5.3. In a perfect conductor the current would crowd toward the edges, and the magnetic part would be slightly smaller, (μ₀ℓ/2π)[ln(8ℓ/w) − 1] = 1.46 nH.

Real films can differ from this example in their inputs and from the model through their disorder. Resistivity and T_c depend on growth and thickness, so both should be measured on the film in use. Close to T_c, fluctuating pairs lower the measured resistance. For this film the Aslamazov–Larkin estimate alone gives about 5 % at 3.7 K and about 1 % at 5 K, so R_n should not be read on the rounded part of the transition. At fixed T_c, a gap 5 % above the weak-coupling value lowers L_s by 4.8 %. The assumption of a uniform gap is only approximate in a disordered film. Here k_F times the mean free path is 5.7 and R_ne²/ħ = 0.049, so corrections from disorder cannot be ruled out, and their size has not been calculated. In a much more resistive film these measures no longer justify the uniform gap and frozen phase, and equation (1) becomes an estimate. The remaining digits and checks are in the numerical output.

Values computed for the example and the checks

```
TESTS (lattice units: hopping = 1)
T=0.02: curvature 33.88750, state sum 33.88971
T=0.25: curvature 23.92970, state sum 23.93215
disordered cubes, state sum / spectral form: 0.9835
kT/Delta=0.01: integral 9.869604, formula 9.869604
kT/Delta=0.4: integral 8.372224, formula 8.372224
missing absorption area: 4.93474 sigma_n Delta/hbar
pi^2/2 for comparison: 4.93480
omega sigma_2/sigma_n, low omega: 3.141593 Delta/hbar
r(0.5), plane integral: 0.5160
r(0.5), single integral: 0.5159
clean limit D/(n e^2/m) at y=1000: 0.9992
EXAMPLE: titanium nitride film, rough inputs
thickness: 10.0 nm
normal resistivity: 200 uOhm cm
transition temperature: 3.50 K
carrier density: 4.0e+22 cm^-3
gap ratio Delta/(k Tc): 1.7639
gap Delta: 0.5320 meV
normal sheet resistance: 200.0 Ohm per square
sheet kinetic inductance: 78.77 pH per square
penetration depth: 792 nm
Pearl length 2 lambda^2/d: 125 um
strip width: 2.0 um
strip length: 1.0 mm
number of squares: 500
strip kinetic inductance: 39.38 nH
NEGLECTED EFFECTS
inductance change at 0.1 K: 0.0000 %
gap at 1 K: 0.5309 meV
inductance at 1 K: 79.26 pH per square
inductance change at 1 K: 0.633 %
signal frequency: 6.0 GHz
photon energy / Delta: 0.0466
inductance change from frequency: 0.0136 %
scattering time: 0.444 fs
hbar/tau: 1.484 eV
y = 2 Delta tau/hbar: 7.171e-04
inductance change from finite tau: 0.363 %
mean free path: 0.543 nm
k_F times mean free path: 5.75
R_n e^2/hbar: 0.0487
thickness effect, one-sided field: 0.0053 %
magnetic inductance of strip: 1.481 nH
magnetic / kinetic: 3.76 %
```
